# Why [110] compression makes silicon's top hole band light along the channel

**Question.** Silicon is compressed along [110], and holes travel along the same direction. The compression contains a shear that mixes the heavy-hole and light-hole states. Why does the highest valence band then have a small mass along the channel, although the light-hole component by itself has the larger in-plane mass of the two?

**Answer.**

## The orbital that points along the channel

Near the zone centre, the valence states of silicon are built from three orbitals $X,Y,Z$ that transform like $x,y,z$ under the rotations and reflections that keep one atom in place. Spin is left aside for the moment. Instead of $X$ and $Y$ one may use

$$X'=\frac{X+Y}{\sqrt2},\qquad Y'=\frac{Y-X}{\sqrt2}.$$

$X'$ points along the channel [110], and $Y'$ lies across it, along the $[1\bar10]$ line. How strongly does each disperse when the wave vector $\mathbf k$ is along [110]?

A valence state is pushed down by the conduction states to which the momentum operator couples it. Let $\mathbf u$ be the unit vector of the orbital, and use

$$\kappa=\frac{\hbar^2k^2}{2m_0}$$

as the measure of $k$. A remote level at energy $E_r$ above the valence edge, with momentum matrix element $P$, lowers the state in second order by

$$\frac{\hbar^2k^2P^2}{m_0^2E_r}=\kappa\,\frac{2P^2}{m_0E_r}.$$

The dimensionless factor is the strength of the coupling. Three conduction levels are kept, and symmetry fixes how each couples:

- $\Gamma_{2'}$, one state, strength $F$: the amplitude is $\hat{\mathbf k}\cdot\mathbf u$.
- $\Gamma_{15}$, three states, strength $H$: the amplitudes are $\hat k_xu_y+\hat k_yu_x$ and its cyclic partners.
- $\Gamma_{12'}$, two states, strength $3G$: the amplitudes are $(2\hat k_zu_z-\hat k_xu_x-\hat k_yu_y)/\sqrt6$ and $(\hat k_xu_x-\hat k_yu_y)/\sqrt2$.

For $X'$, $\mathbf u=(1,1,0)/\sqrt2$. With $\hat{\mathbf k}=(1,1,0)/\sqrt2$, the $\Gamma_{2'}$ amplitude is $\tfrac12+\tfrac12=1$, and so is the one nonzero $\Gamma_{15}$ amplitude. The $\Gamma_{12'}$ amplitudes are $-1/\sqrt6$ and 0, which contribute $3G/6=G/2$. The free-electron term raises the energy by $\kappa$, so the downward curvature is

$$\left(\frac{m_0}{m}\right)_{X',[110]}=F+H+\frac G2-1 .$$

With $\hat{\mathbf k}=(-1,1,0)/\sqrt2$, the two products in each of the first two amplitudes cancel. The $\Gamma_{12'}$ amplitudes become 0 and $-1/\sqrt2$, so that

$$\left(\frac{m_0}{m}\right)_{X',[1\bar10]}=\frac{3G}{2}-1 .$$

The $\Gamma_{2'}$ and $\Gamma_{15}$ couplings therefore add along the lobes of $X'$ and cancel across them. In silicon $F$ and $H$ are large and $G$ is small (values are given below), so an orbital pointing along the channel is light there and heavy in the transverse direction. It remains to see how stress brings this orbital to the top.

## What the stress does to the orbitals

Electron energies are used throughout, and $T<0$ means compression. A uniaxial stress along $\mathbf n=(1,1,0)/\sqrt2$ has components $\sigma_{ij}=Tn_in_j$, so $\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=T/2$ and the others vanish. By symmetry $\varepsilon_{xx}=\varepsilon_{yy}$, and Hooke's law reads

$$\frac T2=(C_{11}+C_{12})\varepsilon_{xx}+C_{12}\varepsilon_{zz},\qquad
0=2C_{12}\varepsilon_{xx}+C_{11}\varepsilon_{zz}.$$

Subtracting the second equation from the first, and using $\sigma_{xy}=2C_{44}\varepsilon_{xy}$ for the tensor shear strain, gives

$$\varepsilon_{xx}-\varepsilon_{zz}=\frac{T}{2(C_{11}-C_{12})},\qquad
\varepsilon_{xy}=\frac{T}{4C_{44}} .$$

To first order in strain, and without the hydrostatic shift common to all three orbitals, the strain matrix has diagonal elements $b(3\varepsilon_{ii}-\mathrm{Tr}\,\varepsilon)$ and off-diagonal elements $\sqrt3\,d\,\varepsilon_{ij}$. The $XX$ and $YY$ elements are $b(\varepsilon_{xx}-\varepsilon_{zz})$, and the $ZZ$ element is $-2b(\varepsilon_{xx}-\varepsilon_{zz})$. With

$$A=\frac{bT}{2(C_{11}-C_{12})},\qquad D=\sqrt3\,d\,\varepsilon_{xy}=\frac{\sqrt3\,dT}{4C_{44}},$$

the $X,Y$ part is $A$ on the diagonal and $D$ off it. Its eigenvectors are the sum and the difference of $X$ and $Y$. The levels are thus

$$X':\ A+D,\qquad Y':\ A-D,\qquad Z:\ -2A .$$

In silicon $b$ and $d$ are negative, so compression makes both $A$ and $D$ positive. The channel orbital $X'$ goes to the top, and the shear separates it from $Y'$ by $2D$.

## Spin-orbit coupling and the mass formula

Spin-orbit coupling prevents the top state from being pure $X'$. Its operator is $(\Delta/3)\,\mathbf L\cdot\boldsymbol\sigma$, with $(L_i)_{jl}=-i\epsilon_{ijl}$ on the orbitals and spin axes along $x',y',z$. The term $L_z\sigma_z$ links $X'\!\uparrow$ to $Y'\!\uparrow$, and the other two terms link both to $Z\!\downarrow$. These three states form a closed block,

$$\mathcal H_0=\begin{pmatrix}A+D&0&0\\0&A-D&0\\0&0&-2A\end{pmatrix}
+\frac\Delta3\begin{pmatrix}0&-i&1\\ i&0&-i\\ 1&i&0\end{pmatrix}.$$

The time-reversed states form a second block with the same energies. The second matrix has eigenvalues $1,1,-2$, so $\Delta$ is the spin-orbit splitting without strain.

In terms of the Luttinger parameters, the kinetic matrix is

$$\mathcal H_{ii}=-\frac{\hbar^2}{2m_0}\left[(\gamma_1-2\gamma_2)k^2+6\gamma_2k_i^2\right],\qquad
\mathcal H_{ij}=-\frac{\hbar^2}{2m_0}\,6\gamma_3k_ik_j .$$

For $\mathbf k\parallel[110]$, $k_x^2=k_y^2=k_xk_y=k^2/2$. The $XX$ and $YY$ elements are $-(\gamma_1+\gamma_2)\kappa$, the $XY$ element is $-3\gamma_3\kappa$, and the $ZZ$ element is $-(\gamma_1-2\gamma_2)\kappa$. This has the same form as the strain matrix, so it is diagonal in the same orbitals:

$$-\kappa\,\mathrm{diag}\left(\gamma_1+\gamma_2+3\gamma_3,\ \gamma_1+\gamma_2-3\gamma_3,\ \gamma_1-2\gamma_2\right).$$

It does not connect the two spin blocks. At nonzero stress the top state of each block is separated from the other two, and first-order perturbation theory gives the slope of its energy in $\kappa$. With weights $w$ of the top state at $k=0$,

$$\boxed{\frac{m_0}{m_{[110]}}=w_{X'}(\gamma_1+\gamma_2+3\gamma_3)+w_{Y'}(\gamma_1+\gamma_2-3\gamma_3)+w_Z(\gamma_1-2\gamma_2)}$$

Within the six-band model this is the full band-edge mass, because the matrix has no term linear in $k$. The perturbation is proportional to $\kappa$, so its second-order effect is of order $\kappa^2\propto k^4$ and does not change the mass. For $[1\bar10]$ the product $k_xk_y$ changes sign, which exchanges the first two coefficients. For [001] they are $\gamma_1-2\gamma_2$ for $X'$ and $Y'$, and $\gamma_1+4\gamma_2$ for $Z$.

## The same mechanism as heavy–light mixing

When the strain energies are much smaller than $\Delta$, the split-off states can be dropped. The remaining states, quantized along [001], are

$$|h\rangle=\frac{(X+iY)\!\uparrow}{\sqrt2},\qquad
|l\rangle=\frac{i\left[(X-iY)\!\uparrow+2Z\!\downarrow\right]}{\sqrt6}.$$

The factor $i$ is a choice of phase that makes the coupling real. Consider an orbital matrix with $XX=YY=p$, $ZZ=r$ and $XY=q$. Then

$$\langle h|\mathcal H|h\rangle=p,\qquad
\langle l|\mathcal H|l\rangle=\frac{2p+4r}{6}=\frac{p+2r}{3},\qquad
\langle l|\mathcal H|h\rangle=\frac{-i}{\sqrt{12}}\,(2iq)=\frac{q}{\sqrt3}.$$

Inserting the strain elements, with $\delta=D/\sqrt3=d\,\varepsilon_{xy}$, and then the kinetic elements gives

$$\begin{pmatrix}A&\delta\\ \delta&-A\end{pmatrix},\qquad
-\kappa\begin{pmatrix}\gamma_1+\gamma_2&\sqrt3\gamma_3\\ \sqrt3\gamma_3&\gamma_1-\gamma_2\end{pmatrix}.$$

The upper strain state is $\cos\frac\varphi2|h\rangle+\sin\frac\varphi2|l\rangle$ with $\tan\varphi=\delta/A$. The expectation value of the kinetic matrix in this state yields

$$\frac{m_0}{m_{[110]}}=(\gamma_1+\gamma_2)\cos^2\frac\varphi2+(\gamma_1-\gamma_2)\sin^2\frac\varphi2+2\sqrt3\gamma_3\sin\frac\varphi2\cos\frac\varphi2$$

$$=\gamma_1+\gamma_2\cos\varphi+\sqrt3\,\gamma_3\sin\varphi .$$

This resolves the puzzle in the question. The admixed light hole contributes $\gamma_1-\gamma_2$, which is less than the heavy-hole value $\gamma_1+\gamma_2$, so its weight alone would make the band heavier. The small mass comes from the interference term $\sqrt3\gamma_3\sin\varphi$. Compression prepares the two components with the relative phase for which motion along [110] adds to the curvature. Along $[1\bar10]$ the kinetic coupling has the opposite sign, and the same term makes the band heavy. Without shear, $\varphi=0$ and the mass is $m_0/(\gamma_1+\gamma_2)$ in every in-plane direction.

The angle does not depend on the size of the stress, because $A$ and $\delta$ are both proportional to $T$. The weak-stress mass therefore does not approach the unstressed heavy-band mass. At $T=0$ the kinetic matrix itself selects the states, and its upper eigenvalue gives

$$\frac{m_0}{m}=\gamma_1-\sqrt{\gamma_2^2+3\gamma_3^2}.$$

The two results belong to different orders of the limits $k\to0$ and $T\to0$. They are compatible because the range of $k$ in which strain selects the states shrinks to nothing as $T\to0$.

In the opposite limit, strain energies much larger than $\Delta$, spin-orbit coupling is the perturbation. Its elements have magnitude $\Delta/3$, and the levels lie $2D$ and $3A+D$ below $X'$. To leading order,

$$w_{Y'}\simeq\left(\frac{\Delta}{6D}\right)^2,\qquad w_Z\simeq\left(\frac{\Delta}{3(3A+D)}\right)^2,$$

and $m_0/m_{[110]}\to\gamma_1+\gamma_2+3\gamma_3$. Pure $X'\!\uparrow$ has weight $\tfrac12$ on $|h\rangle$, $\tfrac16$ on $|l\rangle$ and $\tfrac13$ on the split-off state, so the split-off band is needed to complete the channel orbital.

## How far from the edge the band stays light

Motion along [110] acts on the orbitals like a shear of the opposite sign. The separation of $X'$ and $Y'$ at finite $\kappa$ is $2D-6\gamma_3\kappa$, which vanishes at

$$\kappa_c=\frac{D}{3\gamma_3}.$$

There $q=0$, and $|h\rangle$ is an eigenstate with equal $X'$ and $Y'$ weights. Its energy is $p+\Delta/3$, with $p=A-(\gamma_1+\gamma_2)\kappa_c$. It is the top state provided that $p$ lies above the $Z$ level $r$, since the orbital matrix then only lowers states containing $Z$. The condition is $p-r=3A-3\gamma_2\kappa_c>0$, and it holds for the parameters below.

At $\kappa_c$ the slope coefficient has fallen to $\gamma_1+\gamma_2$, the band-edge value without shear. It falls steadily on the way, because the largest eigenvalue of a matrix linear in $\kappa$ is a convex function of $\kappa$. The energy between the band edge and the top band at $\kappa_c$ thus marks where the top state along [110] has lost its preference for $X'$. It is not a range of constant mass. The slope coefficient $s=-dE/d\kappa$ sets the velocity $\hbar ks/m_0$, but the local curvature gives $m_0/m=s+2\kappa\,ds/d\kappa$. For the parameters below at $-1$ GPa, this drops under $\gamma_1+\gamma_2$ about 30 meV below the edge and turns negative near 37 meV. Nor does the shear stop helping at $\kappa_c$, since the band without shear has a slope coefficient of only 0.70 at the same $\kappa$.

## Numbers

The inputs are rounded standard parameters for silicon: $\gamma_1=4.29$, $\gamma_2=0.34$, $\gamma_3=1.45$, $\Delta=44$ meV, $b=-2.2$ eV, $d=-5.1$ eV, and $C_{11},C_{12},C_{44}=166,64,80$ GPa. At $T=-1$ GPa,

$$A=\frac{2.2\ \text{eV}}{2\times102}=10.8\ \text{meV},\qquad
D=\frac{\sqrt3\times5.1\ \text{eV}}{320}=27.6\ \text{meV}.$$

The levels of $X',Y',Z$ are $38.4$, $-16.8$ and $-21.6$ meV. Diagonalizing the block gives weights 0.933, 0.037 and 0.030, and the mass formula becomes

$$\frac{m_0}{m_{[110]}}=0.9333(8.98)+0.0366(0.28)+0.0301(3.61)=8.50,$$

so $m_{[110]}=0.118\,m_0$. The unstressed heavy band has $0.57\,m_0$ in this direction, and the stressed band without shear has $0.216\,m_0$. Other compressions give:

| $T$ (GPa) | $w_{X'}$ | $m_{[110]}/m_0$ | $m_{[1\bar10]}/m_0$ |
|---|---|---|---|
| −0.5 | 0.861 | 0.125 | 0.87 |
| −1 | 0.933 | 0.118 | 1.4 |
| −2 | 0.976 | 0.114 | 2.3 |
| −3 | 0.988 | 0.112 | 2.8 |

The channel mass lies between the weak-stress value $0.152\,m_0$ and the strong-stress value $0.111\,m_0$. The transverse mass is less certain, because the coefficient of $X'$ is the small difference $4.63-4.35=0.28$, which is sensitive to the inputs. At $-3$ GPa the leading-order weights are $w_{Y'}\simeq0.008$ and $w_Z\simeq0.007$, against 0.0065 and 0.0054 from diagonalization.

In the weak-stress limit $\varphi=55.9^\circ$, and the three terms of the inverse mass are $4.29+0.19+2.08=6.56$. The interference term supplies nearly all of the gain over $\gamma_1$. The light-hole weight is 0.22 there and falls to 0.19 at $-3$ GPa, while the band becomes lighter. Under a tension of 1 GPa the top state is 81% light hole, yet its mass along [110] is $0.44\,m_0$, because $Y'$ and $Z$ are now uppermost. The light-hole label does not decide the channel mass.

If all other remote states are neglected, comparing the matrix elements of the remote-state model with the kinetic matrix gives $F+2G-1=\gamma_1+4\gamma_2$, $H-1=\gamma_1-2\gamma_2$ and $F+H-G=6\gamma_3$. The solution is $F=4.94$, $H=4.61$ and $G=0.85$. The inverse masses of $X'$ are then $4.94+4.61+0.43-1=8.98$ along the channel and $1.28-1=0.28$ across it. A separate diagonalization of the three valence and six conduction orbitals reproduces both. In a further test, doubling $F$ and $H$ left the transverse value unchanged within the tolerance.

The top band at $\kappa_c$ lies 48 meV below the edge at $-1$ GPa and 103 meV at $-2$ GPa, compared with $k_BT_{\rm th}=26$ meV at the temperature $T_{\rm th}=300$ K. About half of the thermal holes lie within this energy of the edge at $-1$ GPa, and about nine in ten at $-2$ GPa. A suitable average for a nondegenerate hole gas is $m_0\langle v^2\rangle/k_BT_{\rm th}$, with $v$ the velocity along [110]; for one parabolic band it equals $m_0/m$ by equipartition. Summed over all six bands it is 2.86 without stress, 4.93 at $-1$ GPa and 6.65 at $-2$ GPa. At $-1$ GPa with the shear removed it is 2.91, so in this model almost none of the gain survives without the shear. The average stays below the edge value of 8.50 mainly because it includes states of the top band away from the edge, where the inverse mass along the channel is smaller.

These averages are not mobilities, since scattering is left out. Confinement and the field of a transistor channel are also absent; they would add their own splitting and mixing of the orbitals. The detailed values are in the numerical output.

## Calculated quantities

```
Luttinger parameters g1, g2, g3: 4.29, 0.34, 1.45
Spin-orbit splitting: 44.0 meV
Deformation potentials b, d: -2.20, -5.10 eV
C11, C12, C44: 166, 64, 80 GPa
Strain at -1 GPa exx, ezz, exy: -0.2768, 0.2134, -0.3125 percent
A, D, delta at -1 GPa: 10.78, 27.60, 15.94 meV
Strain levels X', Y', Z at -1 GPa: 38.39, -16.82, -21.57 meV
Inverse-mass coefficients along [110] for X', Y', Z: 8.98, 0.28, 3.61
T=-0.5 GPa: weights X', Y', Z = 0.8611, 0.0768, 0.0621
  weights heavy, light, split-off = 0.7261, 0.2202, 0.0538
  masses [110], [1-10], [001] = 0.1253, 0.8659, 0.2676 m0
  gap to second band = 22.42 meV
T=-1.0 GPa: weights X', Y', Z = 0.9333, 0.0366, 0.0301
  weights heavy, light, split-off = 0.6698, 0.2097, 0.1205
  masses [110], [1-10], [001] = 0.1176, 1.4310, 0.2724 m0
  gap to second band = 48.31 meV
T=-2.0 GPa: weights X', Y', Z = 0.9762, 0.0130, 0.0108
  weights heavy, light, split-off = 0.6073, 0.1952, 0.1976
  masses [110], [1-10], [001] = 0.1135, 2.3296, 0.2753 m0
  gap to second band = 103.08 meV
T=-3.0 GPa: weights X', Y', Z = 0.9881, 0.0065, 0.0054
  weights heavy, light, split-off = 0.5772, 0.1875, 0.2352
  masses [110], [1-10], [001] = 0.1124, 2.8227, 0.2762 m0
  gap to second band = 158.84 meV
T=+1.0 GPa: weights X', Y', Z = 0.0008, 0.4002, 0.5990
  weights heavy, light, split-off = 0.1824, 0.8133, 0.0042
  masses [110], [1-10], [001] = 0.4383, 0.1737, 0.2070 m0
  gap to second band = 21.41 meV
Unstressed heavy-band mass along [110]: 0.5696 m0
Mass without shear, in plane: 0.2160 m0
Weak-stress mixing angle phi: 55.92 degrees
Weak-stress light-hole weight: 0.2198
Weak-stress terms g1, g2*cos(phi), sqrt3*g3*sin(phi): 4.290, 0.191, 2.080
Weak-stress masses [110], [1-10]: 0.1524, 0.4166 m0
Strong-stress limiting mass along [110]: 0.1114 m0
Remote strengths F, H, G: 4.943, 4.610, 0.853
X' inverse mass along, across: 8.980, 0.280 (1/m0)
Nine-state inverse mass along, across: 8.982, 0.280 (1/m0)
T=-1 GPa: equal X', Y' weights at k=0.408 1/nm, 47.86 meV below edge
T=-2 GPa: equal X', Y' weights at k=0.577 1/nm, 102.54 meV below edge
Thermal energy at 300 K: 25.85 meV
Thermal m0<v^2>/kT along [110], T=+0 GPa: 2.86
Thermal m0<v^2>/kT along [110], T=-1 GPa: 4.93
Thermal m0<v^2>/kT along [110], T=-2 GPa: 6.65
Thermal m0<v^2>/kT along [110], T=+1 GPa: 1.74
Same at -1 GPa without shear: 2.91
```
